**Test of the Franz dispersion in a two-band insulator**

The program tests $\kappa^2=2m^*\varepsilon(1-\varepsilon/E_g)$ with $m^*=E_g/(2P^2)$, in atomic units. Here $\kappa$ is the amplitude decay constant, $\varepsilon$ the depth below the conduction edge, $E_g$ the gap and $P$ the interband momentum matrix element. It asserts that the formula agrees with the eigenvalues of the two-band envelope equations, that both edge masses equal $m^*$, and that the parabolic excess tends to $\varepsilon/(2E_g)$. It also asserts the first nonparabolic correction when the free-electron term is kept. For a cosine crystal, $\kappa$ is found by integrating the Schrödinger equation over one period, and the Franz error is asserted to grow in proportion to a weak potential. The output shows a largest Franz error of about 1% for a potential parameter $U$ of 0.5 eV and 8.5% for 4 eV; with the free-electron term the latter falls below 0.1%. For the model insulator with an 8 eV gap, the Franz and parabolic attenuations through 10 Å differ by a factor of 3.4.

## Program and output

```python
"""Franz dispersion of a two-band insulator.

Result under test (atomic units):
    kappa^2 = 2 m eps (1 - eps/gap),   m = gap / (2 P^2)
kappa : decay constant of the wave amplitude inside the gap
eps   : depth of the energy below the conduction edge, 0 < eps < gap
P     : interband momentum matrix element between the two edge states
m     : band-edge effective mass in electron masses
For eps << gap the law becomes parabolic, kappa^2 = 2 m eps.
The law is tested against the two-band envelope equations and against the
Schroedinger equation of a periodic crystal V(x) = 2 U cos(2 pi x / a).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def kappa_franz(eps, gap, mass):
    return np.sqrt(2 * mass * eps * (1 - eps / gap))


def kappa_parabolic(eps, mass):
    return np.sqrt(2 * mass * eps)


def kappa_free_term(eps, gap, p_squared):
    """Two-band decay constant with the free-electron term retained."""
    b = p_squared + gap / 2 - eps
    return np.sqrt(2 * (-b + np.sqrt(b**2 + eps * (gap - eps))))


def kappa_envelope(eps, gap, p):
    """Growth rate of the first-order envelope system (Ec = 0, Ev = -gap)."""
    energy = -eps
    generator = np.array([[0, 1j * (energy + gap) / p],
                          [1j * energy / p, 0]])
    return np.linalg.eigvals(generator).real.max()


# ---- model insulator with round parameters --------------------------------
gap_ev, mass, depth_ev, thickness = 8.0, 0.4, 2.0, 10.0
gap, depth = gap_ev / HARTREE, depth_ev / HARTREE
p_model = np.sqrt(gap / (2 * mass))

for s in np.linspace(0.05, 0.95, 10):
    assert np.isclose(kappa_envelope(s * gap, gap, p_model),
                      kappa_franz(s * gap, gap, mass), rtol=1e-9)

# both edge masses from the curvature of the real bands
q = 1e-3
bands = np.linalg.eigvalsh([[0, p_model * q], [p_model * q, -gap]])
conduction_mass = q**2 / (2 * bands[1])
valence_mass = q**2 / (2 * (-gap - bands[0]))
assert np.isclose(conduction_mass, mass, rtol=1e-4)
assert np.isclose(valence_mass, mass, rtol=1e-4)

# parabolic limit: the relative excess tends to eps/(2 gap)
for s in (1e-2, 1e-3):
    excess = kappa_parabolic(s * gap, mass) / kappa_envelope(
        s * gap, gap, p_model) - 1
    assert abs(excess / (s / 2) - 1) < s


def excess_minus_five_percent(s):
    return kappa_parabolic(s * gap, mass) / kappa_envelope(
        s * gap, gap, p_model) - 1.05


s_five = brentq(excess_minus_five_percent, 0.01, 0.5)
assert np.isclose(s_five, 1 - 1 / 1.05**2, rtol=1e-7)

# maximum of the decay constant, searched on the envelope equations
s_grid = np.linspace(0.01, 0.99, 99)
k_grid = np.array([kappa_envelope(s * gap, gap, p_model) for s in s_grid])
s_max, k_max = s_grid[k_grid.argmax()], k_grid.max()
assert abs(s_max - 0.5) < 0.011
assert np.isclose(k_max, np.sqrt(mass * gap / 2), rtol=1e-6)

# first nonparabolic correction with the free-electron term, in units of gap
s_sym, m_sym = sp.symbols("s m", positive=True)
x_sym = 2 * m_sym * s_sym * (1 - (1 - m_sym)**2 * s_sym)
p2_sym = (1 / m_sym - 1) / 2
coupling = sp.I * sp.sqrt(x_sym * p2_sym)
secular = sp.Matrix([[s_sym - x_sym / 2, coupling],
                     [coupling, s_sym - 1 - x_sym / 2]]).det()
secular = sp.expand(sp.simplify(secular))
for order in (0, 1, 2):
    assert sp.simplify(secular.coeff(s_sym, order)) == 0

# same conduction mass, but with the free-electron term
p2_free = gap * (1 / mass - 1) / 2
k_franz = kappa_franz(depth, gap, mass)
k_par = kappa_parabolic(depth, mass)
k_free = kappa_free_term(depth, gap, p2_free)
k_det = np.linalg.det(np.array(
    [[depth - k_free**2 / 2, 1j * k_free * np.sqrt(p2_free)],
     [1j * k_free * np.sqrt(p2_free), depth - gap - k_free**2 / 2]]))
assert abs(k_det) < 1e-12
valence_mass_free = 1 / (2 * p2_free / gap - 1)
apparent_mass = k_franz**2 / (2 * depth)
assert np.isclose(apparent_mass, mass * (1 - depth / gap))

# ---- microscopic crystal ---------------------------------------------------
period_ang = 2.0
period = period_ang / BOHR
G = 2 * np.pi / period


def crystal_states(u, shift=0.0):
    """Plane-wave states at the zone boundary, displaced by shift."""
    k = (np.arange(-8, 8) + 0.5) * G
    h = np.diag((k + shift)**2 / 2)
    h += u * (np.eye(16, k=1) + np.eye(16, k=-1))
    energies, vectors = np.linalg.eigh(h)
    return k, energies, vectors


def crystal_edges(u):
    k, e, c = crystal_states(u)
    assert abs(np.sum(k * c[:, 0]**2)) < 1e-9  # no diagonal momentum
    assert abs(np.sum(k * c[:, 1]**2)) < 1e-9
    return e[0], e[1], abs(np.sum(k * c[:, 0] * c[:, 1]))


def kappa_crystal(energy, u):
    """Decay constant from the transfer matrix over one period."""
    def rhs(x, y):
        w = 2 * (2 * u * np.cos(G * x) - energy)
        return [y[1], w * y[0], y[3], w * y[2]]
    y = solve_ivp(rhs, (0, period), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
    trace = y[0] + y[3]
    assert trace < -2  # energy lies in the zone-boundary gap
    return np.arccosh(-trace / 2) / period


def crystal_errors(u):
    """Largest relative errors without and with the free-electron term."""
    ev, ec, p = crystal_edges(u)
    g = ec - ev
    plain, full = [], []
    for s in np.linspace(0.1, 0.9, 9):
        ref = kappa_crystal(ec - s * g, u)
        plain.append(abs(kappa_franz(s * g, g, g / (2 * p**2)) / ref - 1))
        full.append(abs(kappa_free_term(s * g, g, p**2) / ref - 1))
    return max(plain), max(full)


u_small, u_weak, u_strong = (v / HARTREE for v in (0.25, 0.5, 4.0))
err_small, full_small = crystal_errors(u_small)
err_weak, full_weak = crystal_errors(u_weak)
err_strong, full_strong = crystal_errors(u_strong)
assert err_weak < 0.02
assert 1.8 < err_weak / err_small < 2.2  # error proportional to U
assert full_weak < 1e-3 and full_strong < 0.01
assert err_strong > 5 * full_strong

ev, ec, p_strong = crystal_edges(u_strong)
gap_strong = ec - ev
h = 1e-3
plus, minus = crystal_states(u_strong, h)[1], crystal_states(u_strong, -h)[1]
mc = h**2 / (plus[1] + minus[1] - 2 * ec)
mv = -h**2 / (plus[0] + minus[0] - 2 * ev)
ratio = 2 * p_strong**2 / gap_strong
assert np.isclose(mc, 1 / (ratio + 1), rtol=0.01)
assert np.isclose(mv, 1 / (ratio - 1), rtol=0.01)
quarter = gap_strong / 4
kc_ref = kappa_crystal(ec - quarter, u_strong)
kc_franz = kappa_franz(quarter, gap_strong, mc)
kc_par = kappa_parabolic(quarter, mc)
assert kc_franz < kc_ref < kc_par


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def attenuation(kappa):
    return np.exp(-2 * kappa * thickness / BOHR)


print("MODEL INSULATOR")
show("gap", gap_ev, "eV", ".1f")
show("conduction-edge mass", mass, "electron masses", ".2f")
show("depth below conduction edge", depth_ev, "eV", ".1f")
show("thickness", thickness, "angstrom", ".1f")
show("matrix element P (hbar P/m_e)", p_model * HARTREE * BOHR, "eV angstrom")
show("kappa, Franz", k_franz / BOHR, "1/angstrom")
show("kappa, Franz", k_franz, "1/bohr")
show("kappa, parabolic", k_par / BOHR, "1/angstrom")
show("kappa, with free-electron term", k_free / BOHR, "1/angstrom")
show("parabolic/Franz ratio of kappa", k_par / k_franz)
show("attenuation exp(-2 kappa d), Franz", attenuation(k_franz), "", ".3e")
show("attenuation, parabolic", attenuation(k_par), "", ".3e")
show("attenuation, with free-electron term", attenuation(k_free), "", ".3e")
show("Franz/parabolic ratio of attenuation",
     attenuation(k_franz) / attenuation(k_par), "", ".3f")
show("apparent parabolic mass", apparent_mass, "electron masses", ".3f")
show("valence mass with free-electron term", valence_mass_free,
     "electron masses", ".3f")
show("largest kappa (midgap)", k_max / BOHR, "1/angstrom")
show("depth/gap where parabolic kappa is 5% high", s_five)
show("that depth", s_five * gap_ev, "eV", ".3f")
print("COSINE CRYSTAL")
show("period", period_ang, "angstrom", ".1f")
show("U = 0.25 eV: largest Franz error in kappa", 100 * err_small, "%", ".3f")
show("U = 0.50 eV: largest Franz error in kappa", 100 * err_weak, "%", ".3f")
show("U = 0.50 eV: error with free-electron term", 100 * full_weak, "%", ".5f")
show("U = 4.00 eV: largest Franz error in kappa", 100 * err_strong, "%", ".2f")
show("U = 4.00 eV: error with free-electron term", 100 * full_strong,
     "%", ".3f")
show("U = 4.00 eV: gap", gap_strong * HARTREE, "eV", ".3f")
show("U = 4.00 eV: conduction mass", mc, "electron masses")
show("U = 4.00 eV: valence mass", mv, "electron masses")
print("U = 4.00 eV, depth = gap/4, laws using the conduction mass:")
show("kappa, Schroedinger equation", kc_ref / BOHR, "1/angstrom")
show("kappa, Franz", kc_franz / BOHR, "1/angstrom")
show("kappa, parabolic", kc_par / BOHR, "1/angstrom")
print("OK")
```

It prints:

```
MODEL INSULATOR
gap: 8.0 eV
conduction-edge mass: 0.40 electron masses
depth below conduction edge: 2.0 eV
thickness: 10.0 angstrom
matrix element P (hbar P/m_e): 8.7292 eV angstrom
kappa, Franz: 0.3968 1/angstrom
kappa, Franz: 0.2100 1/bohr
kappa, parabolic: 0.4582 1/angstrom
kappa, with free-electron term: 0.4340 1/angstrom
parabolic/Franz ratio of kappa: 1.1547
attenuation exp(-2 kappa d), Franz: 3.574e-04
attenuation, parabolic: 1.047e-04
attenuation, with free-electron term: 1.698e-04
Franz/parabolic ratio of attenuation: 3.414
apparent parabolic mass: 0.300 electron masses
valence mass with free-electron term: 2.000 electron masses
largest kappa (midgap): 0.4582 1/angstrom
depth/gap where parabolic kappa is 5% high: 0.0930
that depth: 0.744 eV
COSINE CRYSTAL
period: 2.0 angstrom
U = 0.25 eV: largest Franz error in kappa: 0.532 %
U = 0.50 eV: largest Franz error in kappa: 1.066 %
U = 0.50 eV: error with free-electron term: 0.00010 %
U = 4.00 eV: largest Franz error in kappa: 8.49 %
U = 4.00 eV: error with free-electron term: 0.057 %
U = 4.00 eV: gap: 7.977 eV
U = 4.00 eV: conduction mass: 0.1736 electron masses
U = 4.00 eV: valence mass: 0.2652 electron masses
U = 4.00 eV, depth = gap/4, laws using the conduction mass:
kappa, Schroedinger equation: 0.2722 1/angstrom
kappa, Franz: 0.2611 1/angstrom
kappa, parabolic: 0.3015 1/angstrom
OK
```
